# Copper limiting current with added acid: a Nernst-Planck film algorithm

## Copper sulphate alone

A copper cathode stands at $x=0$ in a copper sulphate solution of concentration $c$. A stagnant film separates it from well-stirred bulk solution at $x=\delta$. Copper ions are deposited at the cathode; sulphate ions do not react. How fast can copper arrive?

Let $c_1$ and $c_3$ be the local concentrations of Cu$^{2+}$ and SO$_4^{2-}$, and let $\phi=F\Phi/RT$ be the electric potential in thermal units, with $\phi=0$ at the bulk edge. A prime means $d/dx$. In a dilute, ideal, isothermal solution the Nernst-Planck flux of an ion with charge number $z$, counted positive away from the cathode, is

$$N=-D\,(c'+z\,c\,\phi').$$

The first term is diffusion, the second migration in the field. Copper travels towards the cathode, so I define the positive quantity $J=-N_1/D_1$. The cathodic current density has magnitude $i=2FD_1J$. In the steady state $J$ is the same at every $x$:

$$J=c_1'+2c_1\phi'.$$

Sulphate neither reacts at the wall nor accumulates, so its flux is zero throughout the film: $c_3'-2c_3\phi'=0$. Electroneutrality requires $c_1=c_3$, hence $2c_1\phi'=c_1'$. The migration term equals the diffusion term, and

$$J=2c_1'.$$

The profile is a straight line. The largest current is reached when copper is exhausted at the wall, $c_1(0)=0$, which gives $J=2c/\delta$. Diffusion alone would give $J=c/\delta$, so the field that holds the sulphate in place doubles the copper current.

I call the ratio of the limiting current to the pure-diffusion current $i_D=2FD_1c/\delta$ the enhancement $E$. Here $E=2$.

## A little acid, worked by hand

Now add sulphuric acid at concentration $a$, and assume for the moment that it dissociates fully into $2a$ of H$^+$ and $a$ of sulphate. Take $c=7$ and $a=1$ in any convenient unit. The bulk then contains 7 of Cu$^{2+}$, 2 of H$^+$ and 8 of SO$_4^{2-}$. The charges balance: $2\cdot7+2=2\cdot8$.

Assume also that hydrogen is not evolved. Then H$^+$ has zero flux, $c_2'+c_2\phi'=0$, and so has sulphate. Both equations integrate at once. With $y=e^{\phi}$, which is 1 at the bulk edge,

$$c_2=\frac{2}{y},\qquad c_3=8y^2 .$$

Electroneutrality, $2c_1+c_2=2c_3$, then fixes copper:

$$c_1=c_3-\tfrac12c_2=8y^2-\frac1y .$$

At the limiting current $c_1=0$ at the wall, so $8y^3=1$ and $y=\tfrac12$.

The current follows from the total concentration $T=c_1+c_2+c_3$. Add the three flux equations:

$$J=T'+\phi'\,(2c_1+c_2-2c_3)=T'.$$

The bracket is the charge density divided by $F$, which is zero. The field has dropped out, and $T$ is a straight line in $x$. In terms of $y$,

$$T=\Bigl(8y^2-\frac1y\Bigr)+\frac2y+8y^2=16y^2+\frac1y .$$

This is 17 in the bulk and $4+2=6$ at the wall. Therefore $J\delta=17-6=11$, and

$$E=\frac{J\delta}{c}=\frac{11}{7}\approx1.57 .$$

One part of acid to seven of copper sulphate has removed more than 40 % of the extra current.

The profile needs one root at each position. Halfway across the film $T=(17+6)/2=11.5$, so we solve

$$f(y)=16y^2+\frac1y-11.5=0 .$$

Newton's method from $y=1$ has $f=5.5$ and slope $32-1=31$, which gives $y=1-5.5/31=0.8226$. The next two iterates are 0.8008 and 0.8004. The copper concentration there is $8y^2-1/y\approx3.88$, above the value 3.5 of a straight line. The copper profile is now curved, although the total is not.

## The method for any set of inert ions

Let the inert ions have charge numbers $z_k$, bulk concentrations $n_k^b$ and local concentrations $n_k$. I restrict $z_k$ to $+1$, $-1$ and $-2$, which covers the baths treated here. Zero flux gives

$$n_k=n_k^b\,y^{-z_k},\qquad c_1=-\tfrac12\sum_k z_kn_k,$$

$$T=c_1+\sum_k n_k=\sum_k\Bigl(1-\frac{z_k}{2}\Bigr)n_k^b\,y^{-z_k}.$$

The algorithm has three steps.

1. Find the wall value $y_0$ at which $c_1=0$. The limiting flux is $J_L=[T(1)-T(y_0)]/\delta$.
2. Choose any $J$ between 0 and $J_L$.
3. At each $x$ solve $T(y)=T(1)-J(\delta-x)$ by Newton's method from $y=1$, and evaluate the concentrations and $\phi=\ln y$.

No diffusivity of an inert ion appears. It multiplies a flux that is zero.

Newton's method cannot go astray in step 3, for two reasons. First, since $y\,dn_k/dy=-z_kn_k$,

$$y\frac{dT}{dy}=-\sum_kz_kn_k+\frac12\sum_kz_k^2n_k=2c_1+\frac12\sum_kz_k^2n_k .$$

This is positive wherever $c_1\ge0$. In the same way $y\,dc_1/dy=\tfrac12\sum_k z_k^2n_k>0$, so $c_1$ stays non-negative from $y_0$ up to 1. Second, the terms of $T$ are positive multiples of $1/y$, $y$ and $y^2$, so $T$ is convex. A tangent to a convex curve lies below it. Starting above the root of an increasing convex function, each tangent therefore meets zero at or above the root, and the iterates descend to it without overshooting.

Without any inert cation the wall value is $y_0=0$, where $T$ vanishes, and the potential diverges logarithmically at the limiting current. The limiting flux is then $T(1)/\delta$, which for copper sulphate alone is the $2c/\delta$ of the first section.

## Closed form for the three-ion bath

For copper sulphate with fully dissociated acid, write $s=c+a$ for the bulk sulphate. Then

$$c_1=sy^2-\frac ay,\qquad T=2sy^2+\frac ay .$$

The wall condition is $y_0^3=a/s$. Call this root $u$:

$$u=\Bigl(\frac{a}{c+a}\Bigr)^{1/3}.$$

With $a=su^3$, the total is $s(2+u^3)$ in the bulk and $2su^2+su^2=3su^2$ at the wall. Also $c=s-a=s(1-u^3)$. Hence

$$E=\frac{2-3u^2+u^3}{1-u^3}.$$

Both parts contain the factor $1-u$:

$$2-3u^2+u^3=(1-u)(2+2u-u^2),\qquad 1-u^3=(1-u)(1+u+u^2).$$

Cancel it, and use $2+2u-u^2=2(1+u+u^2)-3u^2$:

$$\boxed{E=2-\frac{3u^2}{1+u+u^2}}$$

For $u=\tfrac12$ this returns $2-0.75/1.75=11/7$. The subtracted fraction is $3/(1+1/u+1/u^2)$, which grows with $u$, and $u$ grows with $a/c$. Within this model $E$ therefore falls steadily from 2 towards 1.

**A trace of acid.** For $a\ll c$, $u\approx(a/c)^{1/3}$ and

$$E\approx2-3\Bigl(\frac ac\Bigr)^{2/3}.$$

The power is below one, so the first additions have a disproportionate effect. Where copper and sulphate are nearly exhausted, even a few protons matter to the charge balance.

**Excess acid.** Subtracting one from the boxed result,

$$E-1=\frac{1+u-2u^2}{1+u+u^2}=\frac{(1-u)(1+2u)}{1+u+u^2}.$$

For $a\gg c$, $u^3\approx1-c/a$, so $1-u\approx c/(3a)$. The remaining factor tends to $3/3=1$, and $E\approx1+c/(3a)$. The value one is approached but not reached at finite acid.

**The role of migration.** Integrate $J=c_1'+2c_1\phi'$ across the film at the limiting current. The left side gives $J\delta=Ec$ and the diffusion term gives $c$. Migration supplies the rest, $(E-1)c$, so its film-averaged share of the flux is $1-1/E$.

## A plating bath

Take 0.30 mol/L of copper, a 50 µm film and 298.15 K, with a rough copper diffusivity of $0.7\times10^{-5}$ cm$^2$/s. The pure-diffusion current is

$$i_D=\frac{2F\,(0.7\times10^{-5})(0.30\times10^{-3})}{50\times10^{-4}}\ \text{A/cm}^2=81.0\ \text{mA/cm}^2 .$$

At 0.30 mol/L of acid, $u=(0.30/0.60)^{1/3}=0.7937$ and $u^2=0.6300$, so

$$E=2-\frac{3(0.6300)}{1+0.7937+0.6300}=1.220 .$$

With one more digit kept in each factor, the limiting current is $1.2202\times81.05=98.9$ mA/cm$^2$, or 989 A/m$^2$. With copper, film thickness and diffusivity held fixed, the acid series is:

| Acid, mol/L | $E$ | $i_L$, mA/cm$^2$ | Migration share, % |
|---|---|---|---|
| 0 | 2.000 | 162.1 | 50.0 |
| 0.001 | 1.943 | 157.5 | 48.5 |
| 0.01 | 1.786 | 144.7 | 44.0 |
| 0.10 | 1.413 | 114.5 | 29.2 |
| 0.30 | 1.220 | 98.9 | 18.0 |
| 1.80 | 1.051 | 85.2 | 4.8 |

At 0.30 mol/L of acid and the limiting current, H$^+$ rises from 0.600 mol/L in the bulk to 0.756 at the wall, while sulphate falls from 0.600 to 0.378. The wall is neutral without copper, since $0.756=2\times0.378$. The total there is 1.134 mol/L, against 1.500 in the bulk. Halfway across, the three concentrations 0.1620, 0.6619 and 0.4930 add to 1.317, the mean of the two ends, as the linear law requires. The wall potential is 5.94 mV below that of the bulk edge.

A separate numerical solution of the full flux equations kept the diffusivities of H$^+$ and sulphate, at rough values of 9.0 and $1.1\times10^{-5}$ cm$^2$/s. For 0.10, 0.30 and 1.80 mol/L of acid it agreed with the boxed formula to within $10^{-4}$ in $E$.

## When the acid is not fully dissociated

In a real bath much of the acid is present as bisulphate, HSO$_4^-$. Let $h$, $s$ and $b$ now be the bulk concentrations of H$^+$, SO$_4^{2-}$ and HSO$_4^-$:

$$h=2a-b,\qquad s=c+a-b,\qquad hs=K_ab .$$

The zero-flux profiles are $h/y$, $sy^2$ and $by$. Their equilibrium quotient is

$$\frac{(h/y)(sy^2)}{by}=\frac{hs}{b}=K_a$$

at every $x$. The profiles thus satisfy local equilibrium as well as zero flux, and the general algorithm applies with one more ion. Setting $2c_1=2sy^2+by-h/y$ to zero gives the wall equation

$$2sy_0^3+by_0^2-h=0 .$$

Its left side is increasing and convex for $y>0$ and equals $2c$ at $y=1$, so Newton's method again descends to the root.

The effective $K_a$ in a concentrated bath is uncertain. Two assumed values show how much it matters. The smaller is close to the infinite-dilution constant, and the two are not bounds:

| Acid, mol/L | $E$, full dissociation | $E$, $K_a=0.1$ mol/L | $E$, $K_a=0.01$ mol/L |
|---|---|---|---|
| 0.1 | 1.413 | 1.724 | 2.058 |
| 0.3 | 1.220 | 1.521 | 1.906 |
| 1.8 | 1.051 | 1.149 | 1.165 |

One entry exceeds two. This is a film result; in the convective layer treated below the same bath gives 1.89. The limit of very strong binding shows why. For $K_a\to0$ and $a\le c$, all protons are bound: $b=2a$, $h=0$, $s=c-a$. Then $y_0=0$, the total concentration vanishes at the wall, and

$$E=\frac{c+s+b}{c}=2+\frac ac .$$

Adding acid now raises the enhancement, up to 3 at $a=c$, where the only anion is monovalent. Beyond $a=c$ no sulphate is left to bind the added protons, and the free H$^+$ brings $E$ down at once. The steady fall from two is therefore not shared by every acid sulphate bath. For 0.30 mol/L of copper and $K_a=0.1$ mol/L the enhancement still falls steadily. With $K_a=0.01$ mol/L the first traces of acid lower it slightly, because a little H$^+$ stays free; it then rises above two before it finally falls.

The approach to one survives, but more slowly. When inert ions are in large excess, $y\,dc_1/dy=\tfrac12\Lambda$ with $\Lambda=\sum_kz_k^2n_k^b$ nearly constant. Copper is then linear in $\phi$ and vanishes at $\phi_0=-2c/\Lambda$. The migration integral is $2\times\tfrac12c\times2c/\Lambda$, so

$$E-1\approx\frac{2c}{\Lambda}.$$

Full dissociation has $\Lambda\approx6a$ and recovers $c/(3a)$. If the acid is mainly H$^+$ and HSO$_4^-$, $\Lambda\approx2a$ and $E-1\approx c/a$, three times larger. At 1.8 mol/L this estimate is 0.17; the two bisulphate entries in the last row give 0.149 and 0.165.

## Other limits of the model

**Convection.** A stirred liquid has no sharp film edge. Near a wall the velocity towards it grows as $x^2$, and balancing this against diffusion gives a layer thickness proportional to $D^{1/3}$. Without acid, copper and sulphate obey the same continuity equation:

$$D_1(c_1''+w')=D_3(c_1''-w'),\qquad w=2c_1\phi' .$$

Solving for $w'$ and inserting it on the left gives the common diffusivity $D_s=2D_1D_3/(D_1+D_3)$. The wall flux is still $2D_1c_1'$, because sulphate flux vanishes there. Relative to the excess-acid limit in the same flow,

$$E=2\Bigl(\frac{D_1}{D_s}\Bigr)^{1/3}=1.871 .$$

Numerical solutions with full dissociation give 1.308, 1.160 and 1.037 at 0.1, 0.3 and 1.8 mol/L of acid. These lie 1 to 7 % below the film values.

**Ion pairs.** Some copper travels as neutral CuSO$_4$, which feels no field. Let a fraction $f$ of the copper in an acid-free bath be paired, with local pair concentration $p$ and the diffusivity of Cu$^{2+}$. Zero total sulphate flux gives $w=c_1'+(D_1/D_3)p'$. The copper flux divided by $D_1$ is

$$c_1'+w+p'=2c_1'+\Bigl(1+\frac{D_1}{D_3}\Bigr)p' .$$

Integration across the film gives $E=2(1-f)+(1+D_1/D_3)f$. For an assumed $f=0.5$ this is 1.818.

**Space charge.** Without acid, $c_1=cx/\delta$ at the limiting current, so the local Debye length is $\lambda\sqrt{\delta/x}$, where $\lambda=0.28$ nm is the bulk value. It equals the distance $x$ at $x=(\lambda^2\delta)^{1/3}\approx16$ nm. Neutrality fails on that scale, about 0.03 % of the film. This holds for a bath with no free protons at all. A trace of acid removes the failure: at pH 4 in the bulk, H$^+$ reaches about $1.8\times10^{-3}$ mol/L at the wall, where the Debye length of about 6 nm is well below the 230 nm over which the total concentration doubles.

**Hydrogen.** With a rough margin of 0.3 V before hydrogen evolution becomes possible, the Nernst equation allows the wall copper to fall to about $7\times10^{-11}$ of its bulk value. This is an equilibrium bound only, and deposition kinetics use up most of the margin. Assume an exchange current density of 1 to 10 mA/cm$^2$, a cathodic transfer coefficient of 0.5 (about 120 mV per decade) and a limiting current of 85 mA/cm$^2$. An overpotential of 0.3 V then leaves the wall copper at 20 to 2 % of its bulk value, and reaching 1 % takes 0.46 to 0.35 V. Approaching $c_1(0)\approx0$ without hydrogen therefore relies on hydrogen evolution on copper being slow, not on the thermodynamic margin alone.

## Beside a real bath

Copper near 0.3 mol/L with acid near 1.8 mol/L is roughly the regime of high-acid baths for plating circuit boards; the film thickness is a rough value for moderate stirring. For such a bath the simple model gives 85 mA/cm$^2$. With the two assumed values of $K_a$, bisulphate raises this by 9 to 11 % at fixed diffusivity and film thickness. An effective $K_a$ of 1 mol/L would give only about 4.5 %, and in a convective layer the two assumed values give 6 to 7 %. Acid also thickens the solution: if the viscosity rises by an assumed factor of 1.3 and the diffusivity falls in proportion, the limiting current drops by 23 % at fixed film thickness, while $E$ in the film model is unchanged. At 0.3 mol/L of acid the two assumed values of $K_a$ raise the film current by 25 to 56 %. The gain depends strongly on the assumptions: $K_a=0.3$ and 1 mol/L give 14 and 6 %, and in a convective layer the two assumed values give 18 to 43 %. Activity coefficients and diffusivities that vary across the film are left out throughout, so even the second digit of any current here describes the model, not a bath. The numerical output lists the values used.

## Calculated quantities

```
Copper 0.30 mol/L, film 50 um, T 298.15 K
Rough D (1e-5 cm2/s): Cu 0.7, H 9.0, SO4 1.1, HSO4 1.3
Pure-diffusion current i_D = 81.0 mA/cm2
acid mol/L | u | E | i_L mA/cm2 | migration share %
0.000 | 0.0000 | 2.0000 | 162.1 | 50.0
0.001 | 0.1492 | 1.9430 | 157.5 | 48.5
0.010 | 0.3183 | 1.7859 | 144.7 | 44.0
0.100 | 0.6300 | 1.4126 | 114.5 | 29.2
0.300 | 0.7937 | 1.2202 | 98.9 | 18.0
1.800 | 0.9499 | 1.0509 | 85.2 | 4.8
Profile at the limit, acid 0.30 mol/L, 6 Newton steps for the wall value
x/delta | Cu | H | SO4 mol/L | potential mV
0.00 | 0.0000 | 0.7560 | 0.3780 | -5.94
0.25 | 0.0854 | 0.7031 | 0.4370 | -4.07
0.50 | 0.1620 | 0.6619 | 0.4930 | -2.52
0.75 | 0.2330 | 0.6283 | 0.5472 | -1.18
1.00 | 0.3000 | 0.6000 | 0.6000 | 0.00
At 60 % of the limit: wall Cu 0.1322, wall H 0.6773 mol/L
Neglected effects:
Bisulphate, E for rough Ka = 0.01 and 0.1 mol/L:
  acid 0.1 mol/L: 2.058 and 1.724 (full dissociation 1.413)
  acid 0.3 mol/L: 1.906 and 1.521 (full dissociation 1.220)
  acid 1.8 mol/L: 1.165 and 1.149 (full dissociation 1.051)
Convective layer (E relative to its own excess-acid limit):
  acid 0.0 mol/L: 1.871
  acid 0.1 mol/L: 1.308
  acid 0.3 mol/L: 1.160
  acid 1.8 mol/L: 1.037
Ion pairs, acid-free, assumed paired fraction 0.5: E = 1.818
Viscosity up by assumed factor 1.3: i_L down 23 % at fixed film
Acid-free bulk Debye length 0.28 nm (rough permittivity 78)
Wall space-charge scale, acid-free: 16 nm, 0.031 % of film
Wall/bulk Cu ratio at rough 0.3 V hydrogen margin: 7.2e-11
```
